# When the sign of a configuration-interaction integral is conventional: a numerical check

```python
"""
Result under test: changing real radial functions P_a to s_a P_a, s_a=+-1,
multiplies R^k(ab,cd) by s_a s_b s_c s_d. Configuration-interaction energies
and line strengths do not change when all integrals use the same functions.

R^k(ab,cd) = double integral of P_a(r)P_c(r) P_b(s)P_d(s)
             times min(r,s)^k / max(r,s)^(k+1).
Model: doubly excited He, hydrogenic orbitals for nuclear charge Z=2.
Singlet P space: 2s2p, 2s3p, 2p3s. Singlet S space: 2s^2, 2p^2.
E: energies; S: line strengths, from the lowest model singlet S state.
Hartree atomic units. Continuum channels and other configurations are omitted.
The independent calculation uses Gaussian orbitals and 3D integrals.
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from sympy.physics.quantum.cg import CG
from pyscf import gto, ao2mo

Z = 2.0
NAMES = ("2s", "3s", "2p", "3p")
CONFIGS = (("2s", "2p"), ("2s", "3p"), ("3s", "2p"))
LABELS = ("2s2p", "2s3p", "2p3s")
R_MAX = 45.0
x, wx = np.polynomial.legendre.leggauss(180)
r, wr = R_MAX * (x + 1) / 2, R_MAX * wx / 2
x, wx = np.polynomial.legendre.leggauss(90)
t, wt = (x + 1) / 2, wx / 2


def radial(name, q):
    """Hydrogenic P(r), positive near the origin."""
    y = Z * q
    if name == "2s":
        return np.sqrt(Z / 2) * y * (1 - y / 2) * np.exp(-y / 2)
    if name == "3s":
        poly = 1 - 2 * y / 3 + 2 * y**2 / 27
        return 2 * np.sqrt(Z / 27) * y * poly * np.exp(-y / 3)
    if name == "2p":
        return np.sqrt(Z / 24) * y**2 * np.exp(-y / 2)
    return 8 * np.sqrt(Z / 6) / 27 * y**2 * (1 - y / 6) * np.exp(-y / 3)


def slater(k, a, b, c, d, phase):
    """Radial Coulomb integral by quadrature; smaller radius = t * larger."""
    def density(u, v, q):
        return phase[u] * radial(u, q) * phase[v] * radial(v, q)
    inner = r[:, None] * t[None, :]
    f_out, g_out = density(a, c, r), density(b, d, r)
    f_in = density(a, c, inner) @ (wt * t**k)
    g_in = density(b, d, inner) @ (wt * t**k)
    return wr @ (f_out * g_in + g_out * f_in)


def dipole(a, b, phase):
    return wr @ (phase[a] * radial(a, r) * r * phase[b] * radial(b, r))


def one_energy(name):
    return -Z**2 / (2 * int(name[0])**2)


def upper_matrix(phase):
    h = np.zeros((3, 3))
    for i, (a, b) in enumerate(CONFIGS):
        for j, (c, d) in enumerate(CONFIGS):
            h[i, j] = (slater(0, a, b, c, d, phase)
                       + slater(1, a, b, d, c, phase) / 3)
        h[i, i] += one_energy(a) + one_energy(b)
    return h


def lower_matrix(phase):
    f0s = slater(0, "2s", "2s", "2s", "2s", phase)
    f0p = slater(0, "2p", "2p", "2p", "2p", phase)
    f2p = slater(2, "2p", "2p", "2p", "2p", phase)
    mix = slater(1, "2s", "2s", "2p", "2p", phase) / np.sqrt(3)
    return np.array([[2 * one_energy("2s") + f0s, mix],
                     [mix, 2 * one_energy("2p") + f0p + 0.4 * f2p]])


def dipole_matrix(phase):
    """z matrix; rows 2s^2, 2p^2 and columns 2s2p, 2s3p, 2p3s."""
    d22 = dipole("2s", "2p", phase)
    d23 = dipole("2s", "3p", phase)
    d32 = dipole("3s", "2p", phase)
    return np.sqrt(2 / 3) * np.array(
        [[d22, d23, 0], [d22 / np.sqrt(3), 0, d32 / np.sqrt(3)]])


def solve(h, reference):
    """Eigenvectors with a positive coefficient of one reference state."""
    energy, vec = eigh(h)
    return energy, vec * np.where(vec[reference] < 0, -1, 1)


def strengths(h_up, h_low, dip):
    low = solve(h_low, 0)[1][:, 0]
    return 3 * (low @ dip @ solve(h_up, 1)[1])**2


origin = dict.fromkeys(NAMES, 1)
reverse = dict(origin, **{"3s": -1})
tail = {n: int(np.sign(radial(n, 20.0))) for n in NAMES}
H, L, D = upper_matrix(origin), lower_matrix(origin), dipole_matrix(origin)
E, C = solve(H, 1)
EL, CL = solve(L, 0)
S = strengths(H, L, D)
HR, LR, DR = upper_matrix(reverse), lower_matrix(reverse), dipole_matrix(reverse)
ER, CR = solve(HR, 1)
SR = strengths(HR, LR, DR)

# Radial functions of equal angular momentum are orthonormal.
for pair in (("2s", "3s"), ("2p", "3p")):
    p = np.array([radial(n, r) for n in pair])
    assert np.allclose((p * wr) @ p.T, np.eye(2), atol=1e-11)

# Every possible sign choice, with all radial integrals evaluated again.
spread_e = spread_s = 0.0
tracked = [(0, "2s", "2p", "2s", "3p"), (0, "2s", "3p", "3s", "2p"),
           (1, "2s", "3p", "2p", "3s"), (1, "2s", "2s", "2p", "2p")]
for signs in itertools.product((-1, 1), repeat=4):
    phase = dict(zip(NAMES, signs))
    for k, *orbs in tracked:
        factor = np.prod([phase[o] for o in orbs])
        assert np.isclose(slater(k, *orbs, phase),
                          factor * slater(k, *orbs, origin), atol=1e-12)
    hp = upper_matrix(phase)
    sp = strengths(hp, lower_matrix(phase), dipole_matrix(phase))
    spread_e = max(spread_e, np.max(abs(eigh(hp)[0] - E)))
    spread_s = max(spread_s, np.max(abs(sp - S)))
    loop = hp[0, 1] * hp[1, 2] * hp[0, 2]
    assert np.isclose(loop, H[0, 1] * H[1, 2] * H[0, 2], atol=1e-13)
assert spread_e < 1e-11 and spread_s < 1e-9

# The positive-square formula for G^1, including its analytic outer tail.
rho_in = radial("2s", r[:, None] * t) * radial("2p", r[:, None] * t)
moment = dipole("2s", "2p", origin)
g_square = 3 * (wr @ (rho_in @ (wt * t))**2) + moment**2 / R_MAX**3
G1 = slater(1, "2s", "2p", "2p", "2s", origin)
assert G1 > 0 and np.isclose(g_square, G1, atol=1e-10)

# Standard coupling gives minus the chosen real p^2 singlet S state.
harmonic = {1: np.array([-1, -1j, 0]) / np.sqrt(2),
            0: np.array([0, 0, 1]),
            -1: np.array([1, -1j, 0]) / np.sqrt(2)}
coupled = sum(float(CG(1, m, 1, -m, 0, 0).doit())
              * np.outer(harmonic[m], harmonic[-m]) for m in (-1, 0, 1))
assert np.allclose(coupled, -np.eye(3) / np.sqrt(3))

# Independent calculation: Gaussian eigenorbitals and full 3D integrals.
basis = [[0, [float(0.006 * 2**i), 1.0]] for i in range(20)]
basis += [[1, [float(0.006 * 2**i), 1.0]] for i in range(16)]
mol = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
component = [label[3] for label in mol.ao_labels(fmt=None)]
index = {m: [i for i, q in enumerate(component) if q == m]
         for m in ("", "x", "y", "z")}
overlap = mol.intor("int1e_ovlp")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
z_ao = mol.intor("int1e_r")[2]
eri_ao = mol.intor("int2e", aosym="s8")


def block_vectors(m):
    ix = np.ix_(index[m], index[m])
    return eigh(core[ix], overlap[ix])[1]


s_vec, p_vec = block_vectors("")[:, 1:3], block_vectors("z")[:, :2]
orb = np.zeros((mol.nao_nr(), 8))
orb[index[""], 0:2] = s_vec
for n in range(2):
    for m, axis in enumerate("xyz"):
        orb[index[axis], 2 + 3 * n + m] = p_vec[:, n]
near = mol.eval_gto("GTOval_sph", np.array([[0.0, 0.0, 0.05]]))[0] @ orb
groups = {"2s": [0], "3s": [1], "2p": [2, 3, 4], "3p": [5, 6, 7]}
near_col = {"2s": 0, "3s": 1, "2p": 4, "3p": 7}


def one_body(a, op, b):
    return np.sum(a * (op @ b)) + np.sum(a * (b @ op.T))


def gaussian_model(phase):
    mo = orb.copy()
    for n in NAMES:
        mo[:, groups[n]] *= phase[n] * np.sign(near[near_col[n]])
    eri = ao2mo.kernel(eri_ao, mo, compact=False).reshape(8, 8, 8, 8)
    h1, z1 = mo.T @ core @ mo, mo.T @ z_ao @ mo
    up = np.zeros((3, 8, 8))
    for q, (i, j) in enumerate(((0, 4), (0, 7), (1, 4))):
        up[q, i, j] = up[q, j, i] = 1 / np.sqrt(2)
    low = np.zeros((2, 8, 8))
    low[0, 0, 0] = 1
    for i in (2, 3, 4):
        low[1, i, i] = 1 / np.sqrt(3)

    def matrix(states):
        h = np.einsum("aij,bkl,ikjl->ab", states, states, eri, optimize=True)
        return h + np.array([[one_body(a, h1, b) for b in states]
                             for a in states])
    dip = np.array([[one_body(a, z1, b) for b in up] for a in low])
    return matrix(up), matrix(low), dip


# Tolerances allow for the finite Gaussian expansion of exponential orbitals.
gauss_e = gauss_s = 0.0
for phase, radial_data in ((origin, (H, L, D)), (reverse, (HR, LR, DR))):
    gauss_data = gaussian_model(phase)
    assert np.allclose(gauss_data[0], radial_data[0], atol=3e-5)
    assert np.allclose(gauss_data[1], radial_data[1], atol=3e-5)
    assert np.allclose(gauss_data[2], radial_data[2], atol=3e-4)
    gauss_e = max(gauss_e, np.max(abs(eigh(gauss_data[0])[0] - E)))
    gauss_s = max(gauss_s, np.max(abs(strengths(*gauss_data) - S)))
assert gauss_e < 3e-5 and gauss_s < 3e-3

# Inconsistent use: one dipole integral, then one Hamiltonian element.
S_mixed = strengths(H, L, DR)
assert np.max(abs(S_mixed - S)) > 1e-2
assert np.isclose(S_mixed.sum(), S.sum(), atol=1e-10)
H_bad = H.copy()
H_bad[1, 2] *= -1
H_bad[2, 1] *= -1
E_bad = eigh(H_bad)[0]
loop = H[0, 1] * H[1, 2] * H[0, 2]
assert np.max(abs(E_bad - E)) > 1e-4
assert np.isclose(np.prod(E) - np.prod(E_bad), 4 * loop, atol=1e-12)
E_two, E_two_bad = eigh(H[1:, 1:])[0], eigh(H_bad[1:, 1:])[0]
assert np.allclose(E_two, E_two_bad, atol=1e-13)


def show(label, values, digits=6):
    print(label, " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values)))


EV = physical_constants["Hartree energy in eV"][0]
print(f"He nuclear charge Z = {Z:.0f}; energies in hartree (Eh)")
print("Tail signs 2s 3s 2p 3p:", *[tail[n] for n in NAMES])
print("Integrals (Eh): near-origin, 3s reversed, positive-tail")
for k, *o in tracked:
    show(f"R{k}({o[0]} {o[1]},{o[2]} {o[3]}):",
         [slater(k, *o, p) for p in (origin, reverse, tail)])
print("Upper elements (Eh): direct R0, exchange R1, total H")
for i in range(3):
    for j in range(i, 3):
        a, b = CONFIGS[i]
        c, d = CONFIGS[j]
        show(f"{LABELS[i]} | {LABELS[j]}:",
             [slater(0, a, b, c, d, origin),
              slater(1, a, b, d, c, origin), H[i, j]])
show("F0(2s,2s), F0(2p,2p), F2(2p,2p) (Eh):",
     [slater(0, "2s", "2s", "2s", "2s", origin),
      slater(0, "2p", "2p", "2p", "2p", origin),
      slater(2, "2p", "2p", "2p", "2p", origin)])
show("G1(2s,2p), positive-square form (Eh):", g_square)
show("Lower H11, H22, H12 (Eh):", [L[0, 0], L[1, 1], L[0, 1]])
show("Lower 1S energies (Eh):", EL)
show("Lowest 1S coefficients 2s^2, 2p^2:", CL[:, 0])
show("Radial dipoles 2s-2p, 2s-3p, 3s-2p (a0):",
     [dipole("2s", "2p", origin), dipole("2s", "3p", origin),
      dipole("3s", "2p", origin)])
show("Upper 1P energies (Eh):", E)
show("Upper 1P energies (eV):", E * EV, 4)
show("Energies with 3s reversed (Eh):", ER)
print("Coefficients 2s2p 2s3p 2p3s: near-origin; 3s reversed")
for j in range(3):
    print(f"state {j+1}:", " ".join(f"{v:.5f}" for v in C[:, j]), ";",
          " ".join(f"{v:.5f}" for v in CR[:, j]))
amp = CL[:, 0] @ D
show("z amplitudes to 2s2p, 2s3p, 2p3s (e a0):", amp)
show("z amplitudes to states 1, 2, 3 (e a0):", amp @ C)
show("Line strengths (e^2 a0^2):", S)
show("Strengths with 3s reversed (e^2 a0^2):", SR)
show("Strengths, mixed dipole sign (e^2 a0^2):", S_mixed)
show("Strength sums, correct and mixed (e^2 a0^2):", [S.sum(), S_mixed.sum()])
show("Two-configuration energies (Eh):", E_two)
show("Same, coupling sign reversed (Eh):", E_two_bad)
show("Three-state energies, one bad sign (Eh):", E_bad)
show("Resulting energy errors (eV):", (E_bad - E) * EV, 4)
print(f"Loop product H12 H23 H13: {loop:.6e} Eh^3")
print(f"Max energy spread, 16 sign choices: {spread_e:.1e} Eh")
print(f"Max strength spread, 16 choices: {spread_s:.1e} e^2 a0^2")
print(f"Max Gaussian energy difference: {gauss_e:.1e} Eh")
print(f"Max Gaussian strength difference: {gauss_s:.1e} e^2 a0^2")
print("verified")
```

Running it gives:

```
He nuclear charge Z = 2; energies in hartree (Eh)
Tail signs 2s 3s 2p 3p: -1 1 1 -1
Integrals (Eh): near-origin, 3s reversed, positive-tail
R0(2s 2p,2s 3p): 0.041829 0.041829 -0.041829
R0(2s 3p,3s 2p): 0.016037 -0.016037 0.016037
R1(2s 3p,2p 3s): 0.070432 -0.070432 0.070432
R1(2s 2s,2p 2p): 0.175781 0.175781 0.175781
Upper elements (Eh): direct R0, exchange R1, total H
2s2p | 2s2p: 0.324219 0.175781 -0.617187
2s2p | 2s3p: 0.041829 -0.001984 0.041167
2s2p | 2p3s: 0.053044 0.042044 0.067059
2s3p | 2s3p: 0.180024 0.016987 -0.536536
2s3p | 2p3s: 0.016037 0.070432 0.039514
2p3s | 2p3s: 0.173512 0.018845 -0.542429
F0(2s,2s), F0(2p,2p), F2(2p,2p) (Eh): 0.300781 0.363281 0.175781
G1(2s,2p), positive-square form (Eh): 0.175781
Lower H11, H22, H12 (Eh): -0.699219 -0.566406 0.101487
Lower 1S energies (Eh): -0.754095 -0.511530
Lowest 1S coefficients 2s^2, 2p^2: 0.879640 -0.475640
Radial dipoles 2s-2p, 2s-3p, 3s-2p (a0): -2.598076 1.532408 0.469202
Upper 1P energies (Eh): -0.658907 -0.575318 -0.461926
Upper 1P energies (eV): -17.9298 -15.6552 -12.5697
Energies with 3s reversed (Eh): -0.658907 -0.575318 -0.461926
Coefficients 2s2p 2s3p 2p3s: near-origin; 3s reversed
state 1: -0.87798 0.14840 0.45512 ; -0.87798 0.14840 -0.45512
state 2: -0.17367 0.78722 -0.59171 ; -0.17367 0.78722 0.59171
state 3: 0.44609 0.59855 0.66539 ; 0.44609 0.59855 -0.66539
z amplitudes to 2s2p, 2s3p, 2p3s (e a0): -1.283461 1.100611 -0.105204
z amplitudes to states 1, 2, 3 (e a0): 1.242299 1.151570 0.016222
Line strengths (e^2 a0^2): 4.629920 3.978339 0.000789
Strengths with 3s reversed (e^2 a0^2): 4.629920 3.978339 0.000789
Strengths, mixed dipole sign (e^2 a0^2): 5.371214 3.164614 0.073219
Strength sums, correct and mixed (e^2 a0^2): 8.609048 8.609048
Two-configuration energies (Eh): -0.579106 -0.499858
Same, coupling sign reversed (Eh): -0.579106 -0.499858
Three-state energies, one bad sign (Eh): -0.678448 -0.522519 -0.495185
Resulting energy errors (eV): -0.5317 1.4367 -0.9050
Loop product H12 H23 H13: 1.090848e-04 Eh^3
Max energy spread, 16 sign choices: 0.0e+00 Eh
Max strength spread, 16 choices: 0.0e+00 e^2 a0^2
Max Gaussian energy difference: 1.9e-06 Eh
Max Gaussian strength difference: 4.4e-05 e^2 a0^2
verified
```
